\section*{How evaporation removes a volatile impurity from a liquid precursor}

\section*{Question}

I have an ampoule of liquid precursor for atomic layer deposition, about 1 mol, held at 293 K. The host has a vapour pressure of 10 Torr. It contains 100 ppm (mole fraction) of a dissolved impurity whose pure liquid would have a vapour pressure of 100 Torr, and I assume that the solution is ideal. I want to evaporate 20 percent of the liquid and know how much purer the rest becomes.

My two estimates disagree. In the first, the vapour is ten times richer in impurity than the liquid, so removing 20 percent of the liquid removes $10\times20=200$ percent of the impurity, which is impossible. In the second, I let 20 percent evaporate into a closed space and demand equilibrium at the end. That leaves about 36 percent of the initial mole fraction. But my vapour is drawn off in thousands of small doses, not kept over the liquid. What is the right answer, and does it depend on how fast I draw the vapour or on whether the liquid is stirred?

\section*{Answer}

Your first estimate holds the vapour composition at its initial value, although the liquid is getting cleaner. Your second keeps all the vapour in contact with the liquid. For vapour that leaves for good, the balance has to be written for each small amount removed.

\subsection*{Composition of the vapour}

Let $N$ be the moles of liquid, $n_i$ and $n_h$ the moles of impurity and host in it, and $x=n_i/N$. Let $P_i$ and $P_h$ be the vapour pressures of the pure liquids. Raoult's law, your assumption of ideality, gives the partial pressures $p_i=xP_i$ and $p_h=(1-x)P_h$. The impurity fraction of the vapour, not counting carrier gas, is
\begin{equation}
y=\frac{xP_i}{xP_i+(1-x)P_h}=\frac{\alpha x}{1+(\alpha-1)x},
\qquad \alpha=\frac{P_i}{P_h}=10 ,
\end{equation}
where the second form follows on dividing by $P_h$. An ideal carrier gas that leaves saturated dilutes both components equally and does not change $y$. At 100 ppm, $(\alpha-1)x=9\times10^{-4}$ is small against 1, so $y\simeq\alpha x$.

\subsection*{The balance for continuous removal}

I assume that the liquid is uniform, that the leaving vapour is in equilibrium with it, that $\alpha$ is constant, and that the impurity has no source. The vapour held above the liquid is neglected for now. When $N$ changes by $dN<0$, the liquid loses $-dN$ moles, of which a fraction $y$ is impurity:
\begin{equation}
d(xN)=y\,dN=\alpha x\,dN .
\end{equation}
The product rule turns the left side into $N\,dx+x\,dN$. Subtracting $x\,dN$ and dividing by $xN$ gives
\begin{equation}
\frac{dx}{x}=(\alpha-1)\frac{dN}{N}.
\end{equation}
The $-1$ appears because the liquid shrinks as well as losing impurity. Integrating from $(N_0,x_0)$ and writing $f=N/N_0$,
\begin{equation}
\boxed{\frac{x}{x_0}=f^{\,\alpha-1}},\qquad
0.8^{9}=0.134 .
\label{eq:main}
\end{equation}
The mole fraction falls to about 13 percent of its initial value, from 100 to 13.4 ppm. Here $f$ counts moles; for such a dilute impurity of comparable molar mass, counting by mass makes a difference only of order $x_0$.

Time does not appear in the derivation, so within these assumptions neither the draw rate nor its pulsing matters. The rate returns below, where it decides whether the assumptions hold.

The \emph{amount} of impurity left is a different quantity:
\begin{equation}
\frac{n_i}{n_{i0}}=\frac{xN}{x_0N_0}=f^{\alpha}=0.8^{10}=0.107 .
\end{equation}
This also resolves your 200 percent. With $e=1-f$, the expansion $f^\alpha\simeq1-\alpha e$ is your first estimate. It needs $\alpha e\ll1$, whereas here $\alpha e=2$.

\subsection*{Where the impurity goes}

The vapour starts at $\alpha x_0=1000$ ppm and ends at $\alpha x=134$ ppm. Its mean is the impurity lost divided by the moles evaporated:
\begin{equation}
\bar y=\frac{x_0N_0-xN}{N_0-N}
=x_0\frac{1-f^\alpha}{1-f}
=100\ \text{ppm}\times\frac{1-0.107}{0.2}=446\ \text{ppm}.
\end{equation}
In your ampoule, 89 of the initial 100 micromol of impurity leave with 0.2 mol of vapour. The remaining 10.7 micromol in 0.8 mol of liquid are the 13.4 ppm found above. If that vapour goes to the wafer instead of to waste, the purification takes place at the expense of the first films.

To reach a ratio $r=x/x_0$, solve \eqref{eq:main} for the evaporated fraction:
\begin{equation}
e=1-r^{1/(\alpha-1)} .
\end{equation}
For $r=0.01$ this is $1-0.01^{1/9}=0.40$. Each equal \emph{factor} of purification costs the same fraction of the liquid still present. For $\alpha=1$ the composition does not change, and for $0<\alpha<1$ the mole fraction of impurity in the liquid rises, although its amount still falls.

\subsection*{Why the closed estimate differs}

If the evaporated 20 percent stays with the liquid until the end, the initial impurity is shared between liquid at $x$ and vapour at $\alpha x$:
\begin{equation}
x_0N_0=x\,fN_0+\alpha x(1-f)N_0
\quad\Longrightarrow\quad
\frac{x}{x_0}=\frac{1}{f+\alpha(1-f)}=\frac1{2.8}=0.357 .
\end{equation}
This is your second number. All the vapour is then in equilibrium with the \emph{final} liquid, whereas vapour removed along the way keeps the composition set by the richer liquid it left. The closed vapour holds 357 ppm, against the mean of 446 ppm for continuous removal.

Now let each dose of $\delta$ moles equilibrate in this way and then leave. With $N_{k-1}$ moles of liquid before dose $k$, the same balance reads $x_{k-1}N_{k-1}=x_k(N_{k-1}-\delta)+\alpha x_k\delta$, so
\begin{equation}
\frac{x_k}{x_{k-1}}=\left[1+\frac{(\alpha-1)\delta}{N_{k-1}}\right]^{-1}.
\end{equation}
The logarithm of the product over all doses is a sum. For small $\delta$, $\ln(1+u)\simeq u$, and the sum becomes an integral:
\begin{equation}
\ln\frac{x}{x_0}\to-(\alpha-1)\int_{fN_0}^{N_0}\frac{dN}{N}=(\alpha-1)\ln f ,
\end{equation}
which is \eqref{eq:main} again. Doses of 10 micromol remove your 0.2 mol in 20\,000 steps. The explicit product gives 0.13423, against 0.13422 for continuous removal.

\subsection*{When the impurity is not dilute}

The dilute approximation can be dropped while keeping Raoult's law. The two components leave in the ratio of their partial pressures:
\begin{equation}
\frac{dn_i}{dn_h}=\frac{xP_i}{(1-x)P_h}=\alpha\frac{n_i}{n_h}
\quad\Longrightarrow\quad
\frac{n_i}{n_{i0}}=s^\alpha,\qquad s=\frac{n_h}{n_{h0}} .
\end{equation}
Since $n_h+n_i=fN_0$, $s$ is fixed by
\begin{equation}
(1-x_0)s+x_0s^\alpha=f,\qquad \frac{x}{x_0}=\frac{s^\alpha}{f}.
\end{equation}
For small $x_0$, put $s=f+\epsilon$ and keep first order: $\epsilon=x_0(f-f^\alpha)$, or $s=f[1+x_0(1-f^{\alpha-1})]$. Raising this to the power $\alpha$ gives
\begin{equation}
\frac{x}{x_0}\simeq f^{\alpha-1}\left[1+\alpha x_0(1-f^{\alpha-1})\right].
\end{equation}
At 100 ppm the relative correction is $10\times10^{-4}\times0.866$, or 0.09 percent. At $x_0=0.05$ the full relation gives $x/x_0=0.20$. The ratio is higher because part of the evaporated 20 percent is now the impurity itself, so less host has evaporated.

\subsection*{Vapour held in the headspace}

Suppose that the headspace holds $G$ moles of vapour in equilibrium with the liquid, and let $x_0$ be the liquid composition after this equilibrium is set up. The impurity inventory is $x(N+\alpha G)$, and $-(dN+dG)$ moles leave the ampoule at composition $\alpha x$:
\begin{equation}
d[x(N+\alpha G)]=\alpha x(dN+dG).
\end{equation}
The left side is $(N+\alpha G)dx+x\,dN+\alpha x\,dG$. The $dG$ terms cancel, leaving $(N+\alpha G)dx=(\alpha-1)x\,dN$. For constant $G$,
\begin{equation}
\frac{x}{x_0}=\left[\frac{f+\alpha G/N_0}{1+\alpha G/N_0}\right]^{\alpha-1}.
\end{equation}
A headspace of 200 cm$^3$ holds $G=1.1\times10^{-4}$ mol at 10 Torr. The ratio becomes 0.1345, an increase of 0.25 percent relative to \eqref{eq:main}.

\subsection*{Does stirring matter?}

Yes, and here the draw rate enters. Take a dose of 10 micromol every 10 s, an average of $10^{-6}$ mol/s, so that the evaporation lasts $2\times10^5$ s. With a molar volume of 110 cm$^3$/mol and a pool area of 30 cm$^2$, the initial depth is $L=110/30=3.67$ cm, and the surface recedes at
\begin{equation}
v=\frac{10^{-6}\times110}{30}=3.67\times10^{-6}\ \text{cm/s}.
\end{equation}

In a motionless liquid the impurity reaches the surface by diffusion alone, $\partial_t x=D\,\partial_z^2x$, with $z$ measured up from the bottom, where $\partial_zx=0$. The surface lies at $\ell(t)=L-vt$ and has composition $x_s$. The impurity content per unit area, in units of the liquid's molar density, is $\int_0^\ell x\,dz$. It changes at the rate
\begin{equation}
\frac{d}{dt}\int_0^{\ell}x\,dz=-vx_s+D\,\partial_zx\big|_{\ell}.
\end{equation}
The first term comes from the moving limit, the second from integrating the diffusion equation. This must equal the loss to the vapour, $-\alpha vx_s$, so
\begin{equation}
D\,\partial_zx\big|_{\ell}=-(\alpha-1)v\,x_s .
\end{equation}
The surface is depleted. Whether the depletion over the depth is small is decided by
\begin{equation}
B=\frac{(\alpha-1)vL}{D}.
\end{equation}
For $B\ll1$ the liquid stays nearly uniform and \eqref{eq:main} applies. With a rough $D=2\times10^{-5}$ cm$^2$/s, $B\simeq6$. Correspondingly, the diffusion time $L^2/D=6.7\times10^5$ s exceeds the duration of the evaporation. Numerical solution of the diffusion problem gives a mean mole fraction of 0.52 times the initial one, instead of 0.134. This figure is only as good as $D$: halving $D$ gives 0.66 and doubling it gives 0.38. It also uses the averaged draw rate; if each dose evaporated within 0.1 s with no vapour stored above the liquid, it would be 0.54. A well-mixed headspace of 200 cm$^3$ buffers such pulses and brings the figure back to 0.52. A strictly motionless pool is a limiting case, because evaporative cooling tends to set the liquid in motion, as shown below.

The limit of slow diffusion, $D\ll vL$, which for $\alpha=10$ is a stricter condition than $B\gg1$, shows the extreme of what goes wrong. A thin depleted layer then travels with the surface. At depth $\zeta$ below the surface, in the frame of the surface, liquid flows upward at speed $v$. In steady state the upward impurity flux $vx+D\,dx/d\zeta$ is the same at every depth. It equals $vx_0$ deep in the liquid and $\alpha vx_s$ at the surface, so
\begin{equation}
x_s=\frac{x_0}{\alpha},\qquad
x=x_0\left[1-\left(1-\frac1\alpha\right)e^{-v\zeta/D}\right].
\end{equation}
The vapour leaves at $\alpha x_s=x_0$, the composition of the bulk, and purification stops. Your statement that the vapour is ten times richer remains true relative to the \emph{surface}, but the surface is ten times cleaner than the bulk. The example above, with $vL/D\simeq0.7$, lies between the limits: at the end its surface is at 0.37 of the mean composition and its vapour is still 3.7 times richer than the mean.

\subsection*{How sensitive is the exponent?}

Adding $\Delta\alpha$ to the volatility ratio multiplies the result by $f^{\Delta\alpha}$, so one unit of $\alpha$ changes it by a factor of 0.8 here. Several effects shift $\alpha$. In each case below the others are left out and the liquid is taken as mixed.

\emph{Temperature.} With evaporation enthalpies $h_h$ and $h_i$ per molecule and ideal vapour, $d\ln P/dT=h/(kT^2)$ for each liquid. Subtracting the host's equation from the impurity's and integrating at constant enthalpies,
\begin{equation}
\alpha(T)=\alpha(T_0)\exp\left[\frac{h_h-h_i}{k}\left(\frac1T-\frac1{T_0}\right)\right].
\end{equation}
For $h_h=0.41$ eV and $h_i=0.35$ eV, warming to 313 K lowers $\alpha$ to 8.6 and raises $x/x_0$ to 0.18. Evaporation also cools the surface. The heat load is 0.040 W. If it had to be conducted from the bottom through still liquid with conductivity $1.4\times10^{-3}$ W/(cm\,K), the temperature difference would be
\begin{equation}
\Delta T=\frac{0.040\times3.67}{30\times1.4\times10^{-3}}\simeq3.5\ \text{K}.
\end{equation}
A surface colder by this much has $\alpha=10.3$, which would give $x/x_0=0.126$. The liquid would not stay still, however, because the cold surface layer is denser than the liquid beneath it. With a rough expansion coefficient $\beta\simeq10^{-3}$ K$^{-1}$, kinematic viscosity $\nu\simeq5\times10^{-3}$ cm$^2$/s and thermal diffusivity $\kappa\simeq10^{-3}$ cm$^2$/s, the Rayleigh number $g\beta\,\Delta T L^3/(\nu\kappa)$ is about $3\times10^7$, far above the onset of convection near $10^3$. When the heat arrives from below, the pool therefore convects, which reduces the temperature difference and also helps to mix the impurity.

\emph{Non-ideality.} Take an excess free energy $w\,n_in_h/(n_i+n_h)$, with $w$ per molecule and $n_i,n_h$ here counting molecules. Its derivative with respect to $n_i$ is $w\,n_h^2/(n_i+n_h)^2$, which tends to $w$ at dilution. The impurity's partial pressure, and with it $\alpha$, is multiplied by $e^{w/kT}$. Even $w=0.005$ eV gives a factor of 1.22, hence $\alpha=12.2$ and $x/x_0=0.082$. A negative $w$ acts the other way: $w=-0.025$ eV, about $-kT$, gives $\alpha=3.7$ and $x/x_0=0.55$.

\emph{Evaporation without vapour equilibrium.} If molecules leave freely and none return, the flux of each component is proportional to $p/\sqrt{m}$: the density is $p/kT$ and the mean one-way speed factor is $\sqrt{kT/2\pi m}$. For equal evaporation coefficients, $\alpha$ is multiplied by $\sqrt{m_h/m_i}$. Molar masses of 190 and 170 g/mol give $\alpha=10.6$ and $x/x_0=0.118$. This limit is far from your conditions: free evaporation from 30 cm$^2$ at 10 Torr would remove about 0.07 mol/s for unit evaporation coefficient, against a draw of $10^{-6}$ mol/s. With bulk vapour flow out of the ampoule, $\alpha$ therefore stays at 10.

\subsection*{If the impurity is being produced}

Decomposition in storage can break the no-source assumption. Let impurity appear at a constant rate $q$, much smaller than a constant draw rate $R$. Then $d(xN)/dt=-\alpha xR+q$ and $dN/dt\simeq-R$, so
\begin{equation}
N\frac{dx}{dt}=-(\alpha-1)R\,(x-x_*),\qquad x_*=\frac{q}{(\alpha-1)R}.
\end{equation}
Dividing by $dN/dt=-R$ and integrating as before gives $x-x_*=(x_0-x_*)f^{\alpha-1}$. Evaporation then removes the excess over $x_*$, not the whole impurity.

\subsection*{What this means for a real ampoule}

Your host values are roughly those of titanium tetrachloride near room temperature, and I used rough values of that kind for the molar volume, molar mass and enthalpy. The impurity is hypothetical: its content, volatility and enthalpy are round choices, as are the dose and the ampoule geometry. For a real impurity, $\alpha$ in the actual solution is the first quantity to establish. Poor mixing can move the number from 0.13 to about 0.5 in the limit of a strictly motionless pool, and a mixing energy $w$ near $-kT$ would move it as far. A pool of this depth that receives its heat from below convects on its own, so that limit is pessimistic; the degree of mixing by free convection is not computed here. Gas bubbled through the liquid helps to stir it, while gas passed over the surface does not by itself ensure complete mixing. The 13 percent figure is therefore a reasonable estimate for a stirred, nearly ideal liquid at constant temperature, not a guarantee for any ampoule that has lost a fifth of its contents. The numerical output below lists the main values used.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 293 K
Pure host vapour pressure: 10 Torr
Pure impurity vapour pressure: 100 Torr
Volatility ratio alpha: 10.0
Initial liquid: 1.00 mol; fraction left: 0.80
Impurity ratio x/x0, dilute law: 0.1342
Impurity ratio x/x0, time integration: 0.1342
Impurity amount left / initial amount: 0.1074
Ratio for one closed evaporation: 0.3571
Liquid impurity, initial: 100.0 ppm
Liquid impurity, final: 13.42 ppm
Vapour impurity, first: 1000 ppm
Vapour impurity, last: 134.2 ppm
Vapour impurity, mean: 446.3 ppm
Initial impurity partial pressure: 0.0100 Torr
Evaporated fraction for x/x0=0.01: 0.4005
Dose: 10 micromol every 10 s
Number of doses: 20000; duration: 2e+05 s
Ratio with finite doses: 0.13423; dilute: 0.13422
Relative shift from finite x0: 0.0866 percent
Ratio for initial mole fraction 0.05: 0.2025
Headspace: 200 cm3, vapour 1.095e-04 mol
Ratio with headspace: 0.13455
Host molar volume: 110 cm3/mol
Pool area: 30 cm2; depth: 3.667 cm
Surface recession speed: 3.667e-06 cm/s
Liquid diffusivity: 2.0e-05 cm2/s
Diffusion time depth^2/D: 6.72e+05 s
Mean ratio in stagnant liquid: 0.517
Evaporation enthalpies, host and impurity: 0.41, 0.35 eV
Liquid thermal conductivity: 1.4e-03 W/(cm K)
Evaporation heat load: 0.0396 W
Surface cooling by conduction alone: 3.45 K
Cooled surface: alpha 10.29, ratio 0.1259
At 313 K: alpha 8.59, ratio 0.1838
Mixing energy: 0.005 eV; activity factor: 1.219
Non-ideal: alpha 12.19, ratio 0.0823
Molar masses, host and impurity: 190, 170 g/mol
Molecular evaporation: alpha 10.57, ratio 0.1181
\end{verbatim}
